# Correlation factor of a dilute fcc solute in the five-frequency model: a program that tests the result

```python
# Result under test: correlation factor of a dilute solute in an fcc crystal,
#   f = (2 w1 + 7 F w3) / (2 w2 + 2 w1 + 7 F w3),  F = F(x),  x = w4/w0,
#   7 (1 - F) = sum_i c_i x alpha_i / (1 - alpha_i + x alpha_i).
# w2: vacancy-solute exchange; w1: vacancy jump between two first neighbours
# of the solute; w3: jump out of the first shell; w4: jump into it; w0: others.
# F: vacancy-return function. Positions are in units of half the cubic edge.
import itertools
import numpy as np
from scipy import constants
from scipy.sparse import csr_matrix

JUMPS = [s for s in itertools.product((-1, 0, 1), repeat=3)
         if sum(c * c for c in s) == 2]


# ---------- return function from the lattice Green function ----------
# Odd fields with the symmetry of an x component live on five site orbits:
# (110) shell, then (200), (211), (121), (220) outside the shell.
ORBIT_SIZE = np.array([8, 2, 8, 16, 8], float)
OUTER_REPS = [(2, 0, 0), (2, 1, 1), (1, 2, 1), (2, 2, 0)]


def green_matrix(n):
    """Brillouin-zone average on a midpoint grid of n^3 points in an octant."""
    k = (np.arange(n) + 0.5) * np.pi / n
    kx, ky, kz = np.meshgrid(k, k, k, indexing="ij")
    cx, cy, cz = np.cos(kx), np.cos(ky), np.cos(kz)
    c2y, c2z = np.cos(2 * ky), np.cos(2 * kz)
    s1, s2 = np.sin(kx), np.sin(2 * kx)
    fields = np.array([(4 * s1 * (cy + cz)).ravel(),
                       (2 * s2).ravel(),
                       (8 * s2 * cy * cz).ravel(),
                       (8 * s1 * (c2y * cz + cy * c2z)).ravel(),
                       (4 * s2 * (c2y + c2z)).ravel()])
    laplacian = (12 - 4 * (cx * cy + cy * cz + cz * cx)).ravel()
    return (fields / laplacian) @ fields.T / n**3 / ORBIT_SIZE[:, None]


# The integrand is bounded but direction dependent at k = 0, so the grid
# error starts with the cube of the spacing and is removed by extrapolation.
green = (8 * green_matrix(100) - green_matrix(50)) / 7

# Neighbour counts by enumeration
shell_count, shell_mean = [], []
for rep in OUTER_REPS:
    near = [s for s in JUMPS
            if sum((a - b)**2 for a, b in zip(rep, s)) == 2]
    shell_count.append(len(near))
    shell_mean.append(np.mean([s[0] for s in near]))
shell_count = np.array(shell_count, float)
shell_mean = np.array(shell_mean)

exit_weight = np.zeros(4)
exit_number = 0
for s in JUMPS:
    site = tuple(a + b for a, b in zip((1, 1, 0), s))
    if sum(c * c for c in site) > 2:
        exit_number += 1
        for i, rep in enumerate(OUTER_REPS):
            if site[0] == rep[0] and sorted(map(abs, site)) == sorted(rep):
                exit_weight[i] += 1
assert exit_number == 7

k_absorb = green[1:, 1:] - np.outer(green[1:, 0], green[0, 1:]) / green[0, 0]
a_matrix = k_absorb * shell_count[None, :]
harmonic = green[1:, 0] / green[0, 0]
identity_error = np.max(np.abs(harmonic - a_matrix @ shell_mean))
assert identity_error < 1e-6

root_w = np.sqrt(ORBIT_SIZE[1:] * shell_count)
symmetric = root_w[:, None] * a_matrix / root_w[None, :]
assert np.allclose(symmetric, symmetric.T, atol=1e-9)
alpha, modes = np.linalg.eigh(symmetric)
weight = (modes.T @ (root_w * shell_mean))**2 / ORBIT_SIZE[0]
assert np.all(alpha > 0) and np.all(alpha < 1)
assert abs(weight.sum() - 5) < 1e-10


def return_function(x):
    return 1 - np.sum(weight * x * alpha / (1 - alpha + x * alpha)) / 7


def return_slope(x):
    return -np.sum(weight * alpha * (1 - alpha)
                   / (1 - alpha + x * alpha)**2) / 7


# The mode sum must agree with a direct solution of the linear equations.
for x in (0.1, 1.0, 7.0):
    phi = np.linalg.solve(np.eye(4) + (x - 1) * a_matrix,
                          harmonic + (x - 1) * a_matrix @ shell_mean)
    assert abs(7 * (1 - return_function(x)) - exit_weight @ phi) < 1e-5
scan = [return_function(x) for x in np.logspace(-4, 6, 60)]
assert np.all(np.diff(scan) < 0)
assert abs(scan[0] - 1) < 1e-3 and abs(scan[-1] - 2 / 7) < 1e-4


def correlation_formula(w):
    w0, w1, w2, w3, w4 = w
    h = 2 * w1 + 7 * return_function(w4 / w0) * w3
    return h / (2 * w2 + h)


g_integral = green[0, 0]
f_host = correlation_formula((1, 1, 1, 1, 1))
assert abs(f_host - (1 - g_integral) / (1 + g_integral)) < 1e-6


# ---------- correlation sum from its definition ----------
def vacancy_network(half, w, periodic=False):
    """Jump matrix [target, source], total exit rates and vacancy sites."""
    w0, w1, w2, w3, w4 = w
    axis = np.arange(-half, half if periodic else half + 1)
    grid = np.array(np.meshgrid(axis, axis, axis,
                                indexing="ij")).reshape(3, -1).T
    keep = (grid.sum(axis=1) % 2 == 0) & np.any(grid != 0, axis=1)
    sites = grid[keep]
    size = len(axis)
    lookup = -np.ones((size, size, size), int)
    lookup[tuple((sites + half).T)] = np.arange(len(sites))
    in_shell = np.sum(sites**2, axis=1) == 2
    rows, cols, vals = [], [], []
    total = np.zeros(len(sites))
    for s in JUMPS:
        target = sites + np.array(s)
        if periodic:
            target = (target + half) % size - half
        exchange = np.all(target == 0, axis=1)
        to_shell = np.sum(target**2, axis=1) == 2
        rate = np.where(in_shell, np.where(to_shell, w1, w3),
                        np.where(to_shell, w4, w0)).astype(float)
        rate[exchange] = w2
        # after an exchange the vacancy is on the opposite side of the solute
        target[exchange] = -sites[exchange]
        total += rate
        inside = np.all((target >= axis[0]) & (target <= axis[-1]), axis=1)
        rows.append(lookup[tuple((target[inside] + half).T)])
        cols.append(np.nonzero(inside)[0])
        vals.append(rate[inside])
    matrix = csr_matrix((np.concatenate(vals),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(len(sites), len(sites)))
    return matrix, total, sites


def correlation_in_box(half, w, duration=60.0):
    """1 + 2 * summed projections of all later solute jumps on the first."""
    matrix, total, sites = vacancy_network(half, w)
    step = 0.9 / total.max()
    in_shell = np.sum(sites**2, axis=1) == 2
    projection = np.where(in_shell, (sites[:, 0] + sites[:, 1]) / 2, 0.0)
    p = np.zeros(len(sites))
    p[np.all(sites == np.array([-1, -1, 0]), axis=1)] = 1.0
    stay = 1 - step * total
    hop = matrix * step
    later = 0.0
    for _ in range(int(duration / step)):
        later += w[2] * step * (projection @ p)
        p = stay * p + hop @ p
    return 1 + 2 * later


def correlation_direct(w):
    # Loss at the box faces disturbs the dipole-like field by an amount that
    # falls with the cube of the box size; faces are at 10 and 20 units.
    return (8 * correlation_in_box(19, w) - correlation_in_box(9, w)) / 7


# ---------- model example ----------
k_ev = constants.k / constants.e
prefactor = 5e12
barrier = np.array([0.70, 0.65, 0.60, 0.75, 0.65])


def rates(beta):
    return prefactor * np.exp(-barrier * beta)


temperature = 1000.0
beta = 1 / (k_ev * temperature)
w = rates(beta)
relative = w / w[0]
x_example = relative[4]
f_return = return_function(x_example)
f_solute = correlation_formula(w)
f_no_return = (2 * w[1] + 7 * w[3]) / (2 * w[2] + 2 * w[1] + 7 * w[3])
diffusion_ratio = w[2] * w[4] / (w[3] * w[0]) * f_solute / f_host

h_rate = 2 * w[1] + 7 * f_return * w[3]
energy_h = (2 * w[1] * barrier[1] + 7 * w[3] * (
    f_return * barrier[3] + x_example * return_slope(x_example)
    * (barrier[4] - barrier[0]))) / h_rate
activation_term = (1 - f_solute) * (energy_h - barrier[2])
db = 1e-3
activation_numeric = -(np.log(correlation_formula(rates(beta + db)))
                       - np.log(correlation_formula(rates(beta - db)))) / (2 * db)
assert abs(activation_term - activation_numeric) < 1e-7

# Detailed balance: stationary occupation on a small periodic crystal
matrix, total, sites = vacancy_network(3, relative, periodic=True)
generator = matrix.toarray() - np.diag(total)
system = np.vstack([generator, np.ones(len(sites))])
occupation = np.linalg.lstsq(system, np.r_[np.zeros(len(sites)), 1.0],
                             rcond=None)[0]
shell = np.sum(sites**2, axis=1) == 2
occupation_ratio = occupation[shell].mean() / occupation[~shell].mean()
assert np.ptp(occupation[shell]) < 1e-10
assert np.ptp(occupation[~shell]) < 1e-10
assert abs(occupation_ratio - w[4] / w[3]) < 1e-8

cases = [("equal rates", (1.0, 1.0, 1.0, 1.0, 1.0)),
         ("example", tuple(relative)),
         ("slow association", (1.0, 0.3, 4.0, 0.5, 0.2)),
         ("fast association", (1.0, 0.5, 2.0, 1.0, 6.0))]
print("Correlation factor: definition versus formula (dimensionless)")
for name, case in cases:
    direct, formula = correlation_direct(case), correlation_formula(case)
    print(f"  {name}: w1..w4 over w0 = "
          + ", ".join(f"{v:.3f}" for v in case[1:]))
    print(f"    definition {direct:.6f}, formula {formula:.6f}")
    # remaining box error is of fifth order in the inverse box size
    assert abs(direct - formula) < 1e-4

print("Return function, modes (alpha_i, c_i), dimensionless")
for a_i, c_i in zip(alpha, weight):
    print(f"  alpha = {a_i:.6f}, c = {c_i:.6f}")
print(f"Harmonic-extension identity, largest error: {identity_error:.1e}")
for x in (0.0, 0.1, 1.0, 10.0, 100.0):
    print(f"F at w4/w0 = {x:g}: {return_function(x):.5f}")
print(f"F limit for w4/w0 to infinity: {1 - weight.sum() / 7:.5f}")
print(f"Zone integral g: {g_integral:.6f}")
print(f"Host tracer correlation factor f0: {f_host:.6f}")

print(f"Model prefactor: {prefactor / 1e12:.1f} THz")
print("Barriers E0..E4: " + ", ".join(f"{e:.2f}" for e in barrier) + " eV")
print(f"Vacancy-solute binding E3 - E4: {barrier[3] - barrier[4]:.2f} eV")
print(f"Temperature: {temperature:.0f} K, kT = {1 / beta:.5f} eV")
for i in range(5):
    print(f"  w{i} = {w[i] / 1e9:.4f} per ns, w{i}/w0 = {relative[i]:.4f}")
print(f"First-shell occupation over bulk, w4/w3: {occupation_ratio:.4f}")
print(f"F in the example: {f_return:.5f}")
print(f"H = 2 w1 + 7 F w3: {h_rate / 1e9:.4f} per ns")
print(f"Solute correlation factor f: {f_solute:.5f}")
print(f"f if F is set to 1: {f_no_return:.5f}")
print(f"D2/D0 (solute over host tracer): {diffusion_ratio:.4f}")
print(f"Energy E_H of H: {energy_h:.5f} eV")
print(f"Activation term C, formula: {activation_term * 1000:.3f} meV")
print(f"Activation term C, differences: {activation_numeric * 1000:.3f} meV")
for t in (700.0, 1300.0):
    wt = rates(1 / (k_ev * t))
    print(f"At {t:.0f} K: w4/w0 = {wt[4] / wt[0]:.4f}, "
          f"F = {return_function(wt[4] / wt[0]):.5f}, "
          f"f = {correlation_formula(wt):.5f}")
print("checks complete")
```

It prints:

```
Correlation factor: definition versus formula (dimensionless)
  equal rates: w1..w4 over w0 = 1.000, 1.000, 1.000, 1.000
    definition 0.781452, formula 0.781451
  example: w1..w4 over w0 = 1.786, 3.191, 0.560, 1.786
    definition 0.487657, formula 0.487656
  slow association: w1..w4 over w0 = 0.300, 4.000, 0.500, 0.200
    definition 0.323704, formula 0.323704
  fast association: w1..w4 over w0 = 0.500, 2.000, 1.000, 6.000
    definition 0.510936, formula 0.510936
Return function, modes (alpha_i, c_i), dimensionless
  alpha = 0.086320, c = 0.135658
  alpha = 0.160561, c = 0.052490
  alpha = 0.255826, c = 1.283014
  alpha = 0.425168, c = 3.528838
Harmonic-extension identity, largest error: 9.4e-16
F at w4/w0 = 0: 1.00000
F at w4/w0 = 0.1: 0.95887
F at w4/w0 = 1: 0.73590
F at w4/w0 = 10: 0.39960
F at w4/w0 = 100: 0.29985
F limit for w4/w0 to infinity: 0.28571
Zone integral g: 0.122680
Host tracer correlation factor f0: 0.781451
Model prefactor: 5.0 THz
Barriers E0..E4: 0.70, 0.65, 0.60, 0.75, 0.65 eV
Vacancy-solute binding E3 - E4: 0.10 eV
Temperature: 1000 K, kT = 0.08617 eV
  w0 = 1.4829 per ns, w0/w0 = 1.0000
  w1 = 2.6492 per ns, w1/w0 = 1.7864
  w2 = 4.7326 per ns, w2/w0 = 3.1914
  w3 = 0.8301 per ns, w3/w0 = 0.5598
  w4 = 2.6492 per ns, w4/w0 = 1.7864
First-shell occupation over bulk, w4/w3: 3.1914
F in the example: 0.63861
H = 2 w1 + 7 F w3: 9.0092 per ns
Solute correlation factor f: 0.48766
f if F is set to 1: 0.53995
D2/D0 (solute over host tracer): 6.3558
Energy E_H of H: 0.69669 eV
Activation term C, formula: 49.539 meV
Activation term C, differences: 49.539 meV
At 700 K: w4/w0 = 2.2908, F = 0.59650, f = 0.37896
At 1300 K: w4/w0 = 1.5626, F = 0.66146, f = 0.55492
checks complete
```
